# Löwdin's bracketing theorem for one reference orbital, derived in two ways

## Two coupled levels

Take two orthonormal orbitals with energies $a$ and $c$, joined by a matrix element $v\neq 0$:

$$H=\begin{pmatrix} a & v^*\\ v & c\end{pmatrix}.$$

For an eigenvector with components $(1,x)$, the second row of $H\psi=E\psi$ reads $v+cx=Ex$, so $x=v/(E-c)$. Inserting this into the first row gives $E=f(E)$ with

$$f(E)=a+\frac{|v|^2}{E-c}.$$

The second orbital has been eliminated, at the price of an effective energy that depends on $E$. The question is what $f(E)$ tells us when $E$ is merely a guess.

The eigenvalues are the roots of $P(E)=(E-a)(E-c)-|v|^2$. This parabola opens upward and $P(c)=-|v|^2<0$, so one root lies on each side of $c$: $E_-<c<E_+$. Let $r$ be either root. Since $r=f(r)$,

$$f(E)-r=f(E)-f(r)=|v|^2\left(\frac1{E-c}-\frac1{r-c}\right)=-\frac{|v|^2\,(E-r)}{(E-c)(r-c)}.$$

Choose the root on the same side of $c$ as $E$. Then $(E-c)(r-c)>0$, and $f(E)-r$ has the opposite sign to $E-r$. The guess and the value computed from it lie on opposite sides of an eigenvalue. The theorem extends this to any finite number of eliminated orbitals.

## Statement and notation

Let $H$ be a finite Hermitian matrix in an orthonormal basis. One basis state, $|0\rangle$, is the reference orbital, and

$$H=\begin{pmatrix} a & b^\dagger\\ b & C\end{pmatrix},\qquad b\neq 0 .$$

Here $a$ is the reference energy, the column $b$ holds the couplings, and $C$ is the block of the remaining orbitals. Let $u_j$ be orthonormal eigenvectors of $C$, with $Cu_j=\gamma_ju_j$, and let $\beta_j=u_j^\dagger b$. The partitioned value is

$$f(E)=a+\sum_{\beta_j\neq0}\frac{|\beta_j|^2}{E-\gamma_j}.$$

When $E-C$ is invertible, this is $a+b^\dagger(E-C)^{-1}b$. The poles of $f$ are the $\gamma_j$ with $\beta_j\ne0$. An eigenvector of $C$ with $\beta_j=0$ is decoupled: it does not enter $f$, and extended by a zero reference component it is an eigenvector of $H$.

**Theorem.** Let $E$ be real and not a pole. If $f(E)=E$, then $E$ is an eigenvalue of $H$. If $f(E)\neq E$, at least one eigenvalue of $H$ lies strictly between $E$ and $f(E)$.

Both derivations use the vector

$$\psi=\begin{pmatrix}1\\x\end{pmatrix},\qquad x=\sum_{\beta_j\neq0}\frac{\beta_j}{E-\gamma_j}\,u_j .$$

It satisfies $(E-C)x=\sum_j\beta_ju_j=b$ and $a+b^\dagger x=f(E)$. The lower rows of $(H-E)\psi$ are therefore $b+Cx-Ex=0$, and the top row is $a+b^\dagger x-E=f-E$. Writing $f$ for $f(E)$,

$$(H-E)\psi=(f-E)\,|0\rangle. \tag{1}$$

If $f=E$, the right side vanishes and $\psi$ is an eigenvector. This settles the first part of the theorem.

## First derivation: a sum that must vanish

Let $f\neq E$. Subtracting $(f-E)\psi$ from both sides of (1) gives

$$(H-f)\psi=(f-E)\big(|0\rangle-\psi\big). \tag{2}$$

Take the inner product of the vectors in (1) and (2). Both $E$ and $f$ are real, and $\langle0|\psi\rangle=1$ by construction, so

$$\langle(H-E)\psi|(H-f)\psi\rangle=(f-E)^2\big(1-\langle0|\psi\rangle\big)=0 .$$

Now expand in orthonormal eigenvectors $|k\rangle$ of $H$, with real eigenvalues $E_k$:

$$\sum_k|\langle k|\psi\rangle|^2\,(E_k-E)(E_k-f)=0. \tag{3}$$

The factor $(E_k-E)(E_k-f)$ is negative when $E_k$ is strictly between $E$ and $f$, zero at either end, and positive outside. The weights are nonnegative and not all zero. If every eigenvalue lay outside the closed interval, the sum would be positive. Hence the closed interval contains an eigenvalue.

It remains to exclude the possibility that eigenvalues occur at the ends but not inside. Suppose none is strictly inside. Every term of (3) is then nonnegative, so every term vanishes, and each $|k\rangle$ that overlaps with $\psi$ has $E_k=E$ or $E_k=f$.

Consider $E_k=E$ first. Projecting (1) on $|k\rangle$ gives

$$(E_k-E)\langle k|\psi\rangle=(f-E)\langle k|0\rangle ,$$

so $\langle k|0\rangle=0$. The state is then a column $y$ in the remaining orbitals with $Cy=Ey$. But $x$ is built from eigenvectors of $C$ whose eigenvalues are poles, and $E$ is not a pole. Eigenvectors of $C$ with different eigenvalues are orthogonal, so $\langle k|\psi\rangle=y^\dagger x=0$. Such a state does not overlap with $\psi$ after all.

Every contributing state therefore has $E_k=f$, which means $H\psi=f\psi$. Equation (2) then requires $\psi=|0\rangle$, so $x=0$ and $b=(E-C)x=0$. This contradicts $b\neq0$, and the strict statement follows.

## Second derivation: one root on each branch

The poles divide the energy axis into open intervals, here called branches. On each branch $f$ is smooth, and

$$f'(E)=-\sum_{\beta_j\neq0}\frac{|\beta_j|^2}{(E-\gamma_j)^2}=-x^\dagger x<0. \tag{4}$$

Let $g(E)=E-f(E)$. Its slope is $g'=1-f'>1$, so $g$ has at most one zero on a branch. It also has at least one, as its limits show:

- Just above a pole, $f\to+\infty$ and $g\to-\infty$.
- Just below a pole, $f\to-\infty$ and $g\to+\infty$.
- Far from all poles, $f\to a$, so $g\to-\infty$ as $E\to-\infty$ and $g\to+\infty$ as $E\to+\infty$.

On every branch $g$ rises continuously from $-\infty$ to $+\infty$ and crosses zero once. Call the crossing $r$. There $f(r)=r$, and by (1) $r$ is an eigenvalue of $H$.

Let $E$ be on the same branch. If $E<r$, the decrease of $f$ gives $f(E)>f(r)=r$, so $E<r<f(E)$. If $E>r$, it gives $f(E)<r<E$. If $E=r$, then $f(E)=E$. This proves the theorem.

The argument holds even when $f(E)$ lies on another branch. It compares $f$ only at $E$ and $r$, which no pole separates.

## What each derivation assumes

Both assume a Hermitian matrix, a real $E$, an orthonormal basis and finite size. Without Hermiticity the theorem can fail. For

$$\begin{pmatrix}0&1\\-1&0\end{pmatrix}$$

elimination gives the real function $f(E)=-1/E$, but the eigenvalues are $\pm i$ and there is no real eigenvalue to enclose. The slope of $f$ is now positive, which removes the basis of the second derivation. The eigenvalues in (3) are no longer real, which removes that of the first.

The first derivation works at a single energy. It needs the solution of $(E-C)x=b$ (if $E$ is a decoupled level, the solution with no component along the decoupled states of that energy), but neither the positions of the other poles nor the behaviour of $f$ elsewhere. In return it says only that some eigenvalue is enclosed.

The second derivation uses the whole function: its partial fractions, its monotonic decrease and its limits at the poles. It gives more, namely that the root on the branch of $E$ is enclosed. If $f(E)$ lies on that branch too, this is the only root of $f(E)=E$ in the interval. If $f(E)$ lies beyond a pole, the interval may hold further roots. To use this information one must know where the poles are.

Both derivations need the full block $C$. If $C$ is replaced by its diagonal, the resulting $\tilde f$ belongs to a different matrix $\tilde H$, and the theorem encloses eigenvalues of $\tilde H$. Let $E$ approach a root $\tilde r$ of $\tilde f(E)=E$. The interval then shrinks onto $\tilde r$, and unless $\tilde r$ is also an eigenvalue of $H$, it eventually contains no eigenvalue of $H$.

A numerical sample shows the size of this effect for one kind of matrix. It used 2000 Hermitian matrices $(A+A^\dagger)/2$ of order 3 to 8, where the real and imaginary parts of the elements of $A$ were standard normal random numbers. Each matrix was given five trial energies drawn uniformly from $-6$ to $6$. The full $f$ enclosed an eigenvalue in all 10000 cases; the diagonal replacement failed in 1299.

## Bounds and iteration

Let $r_0$ be the root below the lowest pole. For any $E\neq r_0$ below that pole, $E$ and $f(E)$ lie on opposite sides of $r_0$. An upper bound $E$ in this region thus yields a lower bound $f(E)$. A decoupled level of $H$ may lie below $r_0$, and $f$ contains no information about it.

The vector $\psi$ also supplies a further estimate of the energy. Its squared norm is $1+x^\dagger x=1-f'(E)$, by (4). Taking the inner product of (1) with $\psi$ gives $\langle\psi|H|\psi\rangle=E\langle\psi|\psi\rangle+(f-E)$, so the Rayleigh quotient is

$$W=\frac{\langle\psi|H|\psi\rangle}{\langle\psi|\psi\rangle}=E+\frac{f(E)-E}{1-f'(E)}. \tag{5}$$

This is one Newton step for $g(E)=0$. Close to a root its error is of second order in $E-r$; far from the root $W$ need not be closer to it than $E$ or $f(E)$. The denominator exceeds 1, so for $f\neq E$ the value $W$ lies strictly between $E$ and $f(E)$. Eigenvectors of $H$ with zero reference component are orthogonal to $\psi$, so $W$ is a weighted mean of roots of $f(E)=E$. The lowest of these is $r_0$, hence $W\geq r_0$; if there are no decoupled levels, $r_0$ is also the lowest eigenvalue of $H$. If $W$ is also below the lowest pole, then

$$f(W)\leq r_0\leq W .$$

Repeated substitution, $E_{n+1}=f(E_n)$, is a separate matter. Near a root $r$, a first-order expansion gives

$$E_{n+1}-r\approx f'(r)\,(E_n-r).$$

The negative slope makes the error alternate in sign. It shrinks if $|f'(r)|<1$ and grows if $|f'(r)|>1$. At the root, $\psi$ is an eigenvector with reference component 1 and squared norm $1-f'(r)$, so after normalization the weight of the reference orbital in it is

$$w=\frac1{1-f'(r)} .$$

The condition $|f'(r)|<1$ therefore means $w>1/2$. The weights of $|0\rangle$ in all eigenvectors add up to 1, so at most one root can attract the iteration in this way. The enclosure itself does not depend on $w$.

## A three-wave crystal

Consider an electron in the one-dimensional potential $2V\cos Gx$. In Rydberg units a plane wave of wave number $q$ has kinetic energy $q^2$, and the potential couples waves that differ by $G$ with matrix element $V$. Take the round model values $G=1\ \text{bohr}^{-1}$, $k=0.2\ \text{bohr}^{-1}$ and $V=0.2$ Ry, which represent no particular material.

The reference is the wave $k$, with $a=k^2=0.04$ Ry. The other two waves, $k-G$ and $k+G$, have energies 0.64 and 1.44 Ry. They differ by $2G$ and do not couple to each other, so $C$ is diagonal and these energies are the poles. With $V^2=0.04\ \text{Ry}^2$ and energies in Ry,

$$f(E)=0.04+\frac{0.04}{E-0.64}+\frac{0.04}{E-1.44}.$$

At the free-electron energy,

$$f(0.04)=0.04-\frac{0.04}{0.60}-\frac{0.04}{1.40}=-0.05524 .$$

An eigenvalue must lie between $-0.05524$ and 0.04 Ry. Numerical diagonalization of the three-wave matrix gives $-0.04530$, 0.69633 and 1.46897 Ry; the lowest is $-0.6163$ eV. Other trial energies give, in Ry:

| $E$ | $f(E)$ | eigenvalues enclosed |
|---:|---:|:---|
| 0.50 | −0.2883 | −0.0453 |
| 0.65 | 3.9894 | 0.6963, 1.4690 |
| 0.70 | 0.6526 | 0.6963 |
| 1.43 | −3.9094 | −0.0453, 0.6963 |
| 1.50 | 0.7532 | 1.4690 |

Each row contains the eigenvalue on the branch of $E$. In the second and fourth rows $E$ is 0.01 Ry from a pole, $f(E)$ lies far beyond another pole, and a second eigenvalue is enclosed. Such an interval is correct but too wide to be useful.

The value $f(E)$ may itself be an eigenvalue without being the one the theorem promises. Solving $f(E)=1.46897$ Ry numerically between the two poles gives $E=0.66701$ Ry. The upper end of the interval is then the top eigenvalue, and 0.69633 Ry lies strictly inside.

Repeated substitution from 0.04 Ry gives $-0.05524$, $-0.04429$, $-0.04540$ and $-0.04529$ Ry. These values alternate about the lowest eigenvalue, where $f'=-0.103$ and $w=0.906$, so each step reduces the error about tenfold. At the second eigenvalue $f'=-12.7$ and $w=0.073$. A start 0.0010 Ry above it leads to a value 0.0125 Ry below it: the eigenvalue is enclosed, but the iteration moves away.

The Rayleigh quotient narrows the first interval faster. At $E=0.04$ Ry,

$$f'=-\frac{0.04}{0.60^2}-\frac{0.04}{1.40^2}=-0.13152,$$

and (5) gives

$$W=0.04-\frac{0.09524}{1.13152}=-0.04417\ \text{Ry},\qquad f(W)=-0.04542\ \text{Ry}.$$

The width falls from 0.0952 to 0.00125 Ry, against 0.0110 Ry for the second interval of repeated substitution. The gain depends on a good start: from $E=0.50$ Ry, close to the pole, $W=0.2446$ Ry lies farther from the lowest eigenvalue than $f(E)=-0.2883$ Ry does.

## A decoupled level

At $k=0$ the waves $\pm G$ both have energy 1 Ry. Add a potential $2V_2\cos 2Gx$ with $V_2=0.1$ Ry, which couples them to each other. Their even combination has energy $1+V_2=1.1$ Ry and coupling $\sqrt2\,V$ to the reference. The odd combination has energy $1-V_2=0.9$ Ry and no coupling. With $a=0$ and energies in Ry,

$$f(E)=\frac{2V^2}{E-1.1}=\frac{0.08}{E-1.1}.$$

The energy 0.9 Ry is an eigenvalue of $H$ but not a pole of $f$. There $f(0.9)=0.08/(-0.2)=-0.4$ Ry. Although $E$ is itself an eigenvalue, $f(E)\neq E$, and the theorem promises another one strictly inside. The condition $f(E)=E$ reads $E^2-1.1E-0.08=0$, with roots $-0.0685$ and 1.1685 Ry, and the first lies in the interval.

## Which matrix is bracketed

The theorem encloses eigenvalues of the matrix that was partitioned. It does not bound the error made in choosing a finite basis. For the crystal at $k=0.2\ \text{bohr}^{-1}$ without $V_2$, diagonalization with the 21 waves $k+mG$, $m=-10,\dots,10$, gives a lowest eigenvalue of $-0.04639$ Ry. This is 0.00109 Ry below the three-wave value, and it lies outside the narrow interval from $-0.04542$ to $-0.04417$ Ry. That interval is valid for the three-wave matrix and misses the energy in the larger basis.

Partitioning the 21-wave matrix itself, again at $E=0.04$ Ry, gives $f=-0.05683$ Ry, and the interval from there to 0.04 Ry contains $-0.04639$ Ry. In downfolding, a narrow bracket thus shows only that the energy-dependent equation has been solved well (near a root its width is about $|E-r|/w$, which overstates the error when $w$ is small); the quality of the basis has to be judged separately.
